**Exciton levels and effective permittivities in a polarizable sheet**

For an electron and hole of reduced mass $\mu$ in a sheet with $\varepsilon(q)=1+r_0q$, the effective charge $r^2V'(r)$ grows outwards, which places 2p below 2s. Here $V$ is the screened attraction, $\varepsilon_E$ is the permittivity that reproduces a level in the two-dimensional hydrogen formula, and $\varepsilon_V=\langle k/r\rangle/\langle|V|\rangle$, with $k=e^2/4\pi\varepsilon_0$, is the permittivity sampled by the wavefunction. The program asserts the sheet response against a finite-difference Poisson solution, the potential against its Fourier integral, the effective charge against its integral form, and the Coulomb limit and virial relation for the computed levels. It integrates the logarithmic slope of the 1s state separately, asserts that its decay rate increases outwards on the grid below 50 nm, and asserts that the partner Hamiltonian reproduces the 2s and 3s energies. For $\mu=0.2$ electron masses and $r_0=4$ nm, 2p lies 55.7 meV below 2s, with $\varepsilon_V=1.82$ against 2.14, although its mean radius is smaller. Both permittivities fall from 1s to 5s. A Yukawa potential, whose effective charge falls outwards, reverses the order of 2s and 2p.

## Numerical check

```python
"""Excitons in a polarizable sheet: why 2p lies below 2s.

Result under test: for V(r) = -k * integral_0^inf J0(q r)/(1 + r0 q) dq,
the effective charge r^2 V'(r) grows outwards, and therefore
E(n, m+1) < E(n, m); the effective permittivity falls along the ns series.
Symbols: k = e^2/(4 pi eps0); r0 = screening length; mu = reduced mass;
m = angular momentum; n = principal number, hydrogenic E ~ 1/(n-1/2)^2;
eps_E = permittivity that reproduces the energy in the hydrogenic formula;
eps_V = <k/r>/<|V|>, permittivity sampled by the wavefunction;
g = -(d/dr) ln f, where r^m f is the lowest radial state for given m.
Working units: meV and nm.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh, solve_banded
from scipy.special import eval_genlaguerre, j0, struve, y0, y1

meV, nm = 1e-3 * const.e, 1e-9
mass_ratio, r0 = 0.2, 4.0
mu = mass_ratio * const.m_e
k = const.e**2 / (4 * np.pi * const.epsilon_0) / (meV * nm)
kin = const.hbar**2 / (2 * mu) / (meV * nm**2)      # hbar^2/(2 mu)
rydberg = k**2 / (4 * kin)                        # mu k^2/(2 hbar^2)
bohr = 2 * kin / k


def V(r):
    x = r / r0
    return -np.pi * k / (2 * r0) * (struve(0, x) - y0(x))


def dV(r):
    x = r / r0
    return -np.pi * k / (2 * r0**2) * (2 / np.pi - struve(1, x) + y1(x))


# Radial quadrature: r = r_max s^3, Gauss-Legendre panels in s.
r_max, panels = 216.0, 60
node, weight = np.polynomial.legendre.leggauss(20)
s = ((np.arange(panels)[:, None] + (node + 1) / 2) / panels).ravel()
ws = np.tile(weight / (2 * panels), panels)
r = r_max * s**3
w = ws * 3 * r_max * s**2 * r                     # measure r dr


def solve(m, potential, size=60, decay=0.9):
    """Energies and radial functions in an orthonormal Laguerre basis."""
    x = 2 * decay * r
    order = np.arange(size)[:, None]
    lag = eval_genlaguerre(order, 2 * m + 1, x[None, :])
    dlag = np.zeros_like(lag)
    dlag[1:] = -eval_genlaguerre(order[:-1], 2 * m + 2, x[None, :])
    envelope = np.exp(-x / 2)
    basis = envelope * x**m * lag
    slope = 2 * decay * envelope * (
        m * x**(m - 1.0) * lag + x**m * (dlag - lag / 2))
    norm = np.sqrt((basis**2) @ w)[:, None]
    basis, slope = basis / norm, slope / norm
    H = kin * (slope * w) @ slope.T
    H += (basis * (w * (potential + kin * m**2 / r**2))) @ basis.T
    energy, coef = eigh((H + H.T) / 2)
    return energy, coef.T @ basis


# Response of a polarizable sheet from a finite-difference Poisson equation.
q_test, h, half = 0.5, 0.01, 3000


def sheet_potential(length):
    diagonal = np.full(2 * half + 1, 2 / h**2 + q_test**2)
    diagonal[half] += 2 * length * q_test**2 / h   # alpha/eps0 = 2 r0
    off = np.full(2 * half + 1, -1 / h**2)
    source = np.zeros(2 * half + 1)
    source[half] = 1 / h
    return solve_banded((1, 1), np.array([off, diagonal, off]), source)[half]


eps_sheet = sheet_potential(0.0) / sheet_potential(r0)
assert abs(eps_sheet - (1 + r0 * q_test)) < 1e-3

# Closed form of V against its defining Fourier integral.
for x in (0.5, 2.0):
    integral = mp.quadosc(lambda u: mp.besselj(0, u * x) / (1 + u),
                          [0, mp.inf], omega=x)
    assert abs(float(integral) + V(x * r0) * r0 / k) < 1e-6

# Effective charge against its positive integral representation.
radii = np.array([0.5, 2.0, 8.0, 32.0])
charge = radii**2 * dV(radii) / k
for radius, z in zip(radii, charge):
    direct = quad(lambda t: np.exp(-t) * (1 + (r0 * t / radius)**2)**-1.5,
                  0, np.inf, epsabs=1e-11, epsrel=1e-10, limit=200)[0]
    assert abs(direct - z) < 1e-7
r_scan = np.geomspace(1e-3, 150, 600)
assert np.all(np.diff(r_scan**2 * dV(r_scan)) > 0)

# Coulomb limit: hydrogenic energies and degeneracy.
eps_const = 5.0
coul = [solve(m, -k / (eps_const * r))[0] for m in (0, 1)]
for n in (1, 2, 3):
    exact = -rydberg / (eps_const * (n - 0.5))**2
    assert abs(coul[0][n - 1] - exact) < 1e-3
    if n > 1:
        assert abs(coul[1][n - 2] - exact) < 1e-3

# Screened exciton levels and their averages.
spectra = [solve(m, V(r)) for m in (0, 1, 2)]
states = {}
for name in ("1s", "2s", "2p", "3s", "3p", "3d", "4s", "5s"):
    n, m = int(name[0]), "spd".index(name[1])
    E = spectra[m][0][n - 1 - m]
    density = w * spectra[m][1][n - 1 - m]**2
    coulomb_mean, V_mean = density @ (k / r), density @ V(r)
    force_mean = density @ (r * dV(r))
    assert abs(E - V_mean - force_mean / 2) < 1e-2  # virial relation
    states[name] = dict(
        E=E, density=density, r=density @ r, V=V_mean, rdV=force_mean,
        core=density[r < 1.0].sum(), eps_V=-coulomb_mean / V_mean,
        eps_E=np.sqrt(rydberg / (-E * (n - 0.5)**2)))

for key in ("eps_E", "eps_V"):
    series = [states[f"{n}s"][key] for n in range(1, 6)]
    assert np.all(np.diff(series) < 0) and series[-1] > 1
    assert states["2p"][key] < states["2s"][key]
    assert states["3d"][key] < states["3p"][key] < states["3s"][key]
assert states["2p"]["r"] < states["2s"]["r"]
assert states["2p"]["core"] < states["2s"]["core"]
defect = [(n - 0.5) * (states[f"{n}s"]["eps_E"] - 1) for n in range(1, 6)]
assert abs(defect[4] - defect[3]) < abs(defect[1] - defect[0])

# Sampled permittivity as a form-factor average of 1/(1 + r0 q).
u, wu = np.polynomial.legendre.leggauss(200)
u, wu = (u + 1) / 2, wu / 2
q, wq = 25 * u**3, 75 * u**2 * wu
bessel = j0(q[:, None] * r[None, :])
for name in ("2s", "2p"):
    form = bessel @ states[name]["density"]
    inverse = (wq @ (form / (1 + r0 * q))) / (wq @ form)
    assert abs(inverse * states[name]["eps_V"] - 1) < 2e-3

# Logarithmic slope g of 1s by a separate Riccati integration.
E1 = states["1s"]["E"]


def riccati(radius, g):
    return g**2 - g / radius - (V(radius) - E1) / kin


r_in, r_join, r_out = 1e-5, 1.0, 60.0
g_in = -r_in * (V(r_in) - E1) / (2 * kin)
g_out = 1 / (2 * r_out) + np.sqrt(
    1 / (4 * r_out**2) + (V(r_out) - E1) / kin)
options = dict(method="DOP853", rtol=1e-10, atol=1e-12, dense_output=True)
inner = solve_ivp(riccati, (r_in, r_join), [g_in], **options)
outer = solve_ivp(riccati, (r_out, r_join), [g_out], **options)
mismatch = abs(inner.y[0, -1] - outer.y[0, -1])
assert inner.success and outer.success and mismatch < 1e-4

g = -r * (V(r) - E1) / (2 * kin)
mid, far = (r >= r_in) & (r < r_join), (r >= r_join) & (r <= r_out)
g[mid], g[far] = inner.sol(r[mid])[0], outer.sol(r[far])[0]
g_slope = np.where(r <= r_out, riccati(r, g), 0.0)
assert np.all(g_slope[r < 50] > 0)

# Partner Hamiltonian: p-wave problem plus (hbar^2/mu) g'.
partner = solve(1, V(r) + 2 * kin * g_slope)[0]
assert abs(partner[0] - states["2s"]["E"]) < 1e-2
assert abs(partner[1] - states["3s"]["E"]) < 1e-2

# Reversed case: screening that grows outwards.
yukawa_length = 20.0
yukawa = -k / (eps_const * r) * np.exp(-r / yukawa_length)
yuk_s, yuk_p = solve(0, yukawa)[0][1], solve(1, yukawa)[0][0]
assert yuk_s < yuk_p - 1e-2

print(f"reduced mass = {mass_ratio:.2f} electron masses")
print(f"screening length r0 = {r0:.1f} nm")
print(f"k = {k:.3f} meV nm; hbar^2/(2 mu) = {kin:.3f} meV nm^2")
print(f"Ry* = {rydberg:.2f} meV; Bohr radius = {bohr:.4f} nm")
print(f"sheet eps at q={q_test:.1f}/nm: {eps_sheet:.4f}")
for radius, z in zip(radii, charge):
    print(f"r={radius:.1f} nm: r^2 V'/k={z:.4f}, "
          f"k/(r|V|)={-k / (radius * V(radius)):.3f}")
for name, a in states.items():
    print(f"{name}: E={a['E']:.2f} meV, eps_E={a['eps_E']:.3f}, "
          f"eps_V={a['eps_V']:.3f}")
for name, a in states.items():
    print(f"{name}: <r>={a['r']:.3f} nm, P(r<1 nm)={a['core']:.4f}, "
          f"q_eff={(a['eps_V'] - 1) / r0:.4f}/nm")
for name in ("2s", "2p"):
    a = states[name]
    print(f"{name}: <V>={a['V']:.2f} meV, <rV'>={a['rdV']:.2f} meV")
print("defects 1s-5s: " + ", ".join(f"{d:.3f}" for d in defect))
gap = states["2s"]["E"] - states["2p"]["E"]
print(f"E(2s)-E(2p) = {gap:.2f} meV = {gap * meV:.3e} J")
print(f"1s binding energy = {-E1:.2f} meV = {-E1 * meV:.3e} J")
print(f"E(2s)/E(1s) = {states['2s']['E'] / E1:.4f}; "
      f"hydrogenic {coul[0][1] / coul[0][0]:.4f}")
print(f"1s slope mismatch at {r_join:.0f} nm = {mismatch:.1e} /nm")
for radius in (0.5, 2.0, 8.0):
    branch = inner if radius < r_join else outer
    value = branch.sol(radius)[0]
    print(f"r={radius:.1f} nm: g={value:.4f} /nm, "
          f"g'={riccati(radius, value):.5f} /nm^2")
print(f"partner levels = {partner[0]:.2f}, {partner[1]:.2f} meV")
print(f"Yukawa: eps={eps_const:.0f}, length={yukawa_length:.0f} nm")
print(f"Yukawa 2s = {yuk_s:.3f} meV, 2p = {yuk_p:.3f} meV")
print("tests ok")
```

Printed output:

```
reduced mass = 0.20 electron masses
screening length r0 = 4.0 nm
k = 1439.965 meV nm; hbar^2/(2 mu) = 190.499 meV nm^2
Ry* = 2721.14 meV; Bohr radius = 0.2646 nm
sheet eps at q=0.5/nm: 3.0000
r=0.5 nm: r^2 V'/k=0.1121, k/(r|V|)=3.467
r=2.0 nm: r^2 V'/k=0.3483, k/(r|V|)=1.688
r=8.0 nm: r^2 V'/k=0.7362, k/(r|V|)=1.135
r=32.0 nm: r^2 V'/k=0.9607, k/(r|V|)=1.014
1s: E=-536.53 meV, eps_E=4.504, eps_V=3.592
2s: E=-239.33 meV, eps_E=2.248, eps_V=2.140
2p: E=-295.03 meV, eps_E=2.025, eps_V=1.819
3s: E=-142.82 meV, eps_E=1.746, eps_V=1.756
3p: E=-167.60 meV, eps_E=1.612, eps_V=1.517
3d: E=-190.65 meV, eps_E=1.511, eps_V=1.427
4s: E=-95.45 meV, eps_E=1.526, eps_V=1.569
5s: E=-68.25 meV, eps_E=1.403, eps_V=1.457
1s: <r>=1.020 nm, P(r<1 nm)=0.5616, q_eff=0.6479/nm
2s: <r>=3.488 nm, P(r<1 nm)=0.0814, q_eff=0.2850/nm
2p: <r>=2.389 nm, P(r<1 nm)=0.0637, q_eff=0.2048/nm
3s: <r>=6.645 nm, P(r<1 nm)=0.0316, q_eff=0.1891/nm
3p: <r>=5.297 nm, P(r<1 nm)=0.0288, q_eff=0.1291/nm
3d: <r>=4.038 nm, P(r<1 nm)=0.0021, q_eff=0.1066/nm
4s: <r>=10.516 nm, P(r<1 nm)=0.0161, q_eff=0.1423/nm
5s: <r>=15.127 nm, P(r<1 nm)=0.0095, q_eff=0.1142/nm
2s: <V>=-345.81 meV, <rV'>=212.98 meV
2p: <V>=-416.12 meV, <rV'>=242.17 meV
defects 1s-5s: 1.752, 1.872, 1.865, 1.839, 1.814
E(2s)-E(2p) = 55.71 meV = 8.925e-21 J
1s binding energy = 536.53 meV = 8.596e-20 J
E(2s)/E(1s) = 0.4461; hydrogenic 0.1111
1s slope mismatch at 1 nm = 2.3e-08 /nm
r=0.5 nm: g=0.6821 /nm, g'=0.64551 /nm^2
r=2.0 nm: g=1.1421 /nm, g'=0.15528 /nm^2
r=8.0 nm: g=1.4798 /nm, g'=0.02099 /nm^2
partner levels = -239.33, -142.82 meV
Yukawa: eps=5, length=20 nm
Yukawa 2s = -35.510 meV, 2p = -35.305 meV
tests ok
```
